# Resonant and direct tunnelling averaged over impurities in a thick barrier, part 1

(Sections cited here and not found follow in the second part.)

## One impurity inside the barrier

**Q.** An electron that pauses on an impurity halfway through a barrier still has the second half to cross. Each half suppresses the probability by $e^{-\kappa d}$, and two such factors give $e^{-2\kappa d}$, the same as going straight across. What can the impurity change?

**A.** Multiplying two probabilities describes two independent attempts, each made once. A localized state is different: the wave can return to it many times, and the returning amplitudes add. Whether this changes the exponent has to be calculated, so let us fix a model.

Two identical free-electron metals are separated by a rectangular barrier of height $V$ in $0<z<d$. The electron energy $E<V$ is measured from the bottom of the metal band. I use atomic units, $\hbar=m=e=1$, and define

$$q=\sqrt{2E},\qquad \kappa=\sqrt{2(V-E)},\qquad q^2+\kappa^2=2V .$$

The momentum $\mathbf k$ parallel to the faces is conserved in the clean barrier. A state with $k\neq0$ has less energy left for motion along $z$, so

$$q_k=\sqrt{q^2-k^2},\qquad \kappa_k=\sqrt{\kappa^2+k^2},\qquad q_k^2+\kappa_k^2=2V .$$

Electrons do not interact, the temperature is zero and the voltage is small. The conductance is then $2e^2/h$ times the total transmission for one spin.

**Q.** Start with the clean barrier. I want to see its prefactor.

**A.** Take a wave $e^{iq_kz}+re^{-iq_kz}$ arriving from the left. In a thick barrier it continues as $\tau e^{-\kappa_kz}$. Continuity of the function and of its derivative at $z=0$ gives

$$1+r=\tau,\qquad iq_k(1-r)=-\kappa_k\tau .$$

The second equation is $1-r=i\kappa_k\tau/q_k$. Adding the first removes $r$:

$$\tau=\frac{2q_k}{q_k+i\kappa_k},\qquad |\tau|^2=\frac{4q_k^2}{2V}=\frac{2q_k^2}{V}.$$

At the right face, let the decaying wave have unit amplitude, the reflected one $\rho$ and the outgoing one $s$. Then $1+\rho=s$ and $-\kappa_k(1-\rho)=iq_ks$, so $1-\rho=-iq_ks/\kappa_k$. The sum gives

$$s=\frac{2\kappa_k}{\kappa_k-iq_k}=\frac{2i\kappa_k}{q_k+i\kappa_k},$$

where the last form follows on multiplying above and below by $i$. The direct amplitude and probability are

$$t_0=\tau s\,e^{-\kappa_kd}=\frac{4iq_k\kappa_k}{(q_k+i\kappa_k)^2}e^{-\kappa_kd},\qquad |t_0|^2=\frac{4q_k^2\kappa_k^2}{V^2}e^{-2\kappa_kd}.$$

Repeated reflections between the faces have been dropped. They change this by a relative amount of order $e^{-2\kappa d}$.

**Q.** Now the impurity. How do you describe it without choosing a potential for it?

**A.** I take its range to be much shorter than $1/\kappa$. One number is then enough: the decay constant $\kappa_0$ of its bound state $e^{-\kappa_0r}/r$, where $r$ is the distance from the impurity at $\mathbf r_0$. The level lies at $\varepsilon=V-\kappa_0^2/2$. Near the impurity every wave must have the form of that bound state at short distance,

$$\psi\propto \frac1r-\kappa_0 .$$

Let $\varphi$ be the wave of the clean barrier. The impurity adds an outgoing wave proportional to the Green function $G$ of the clean barrier:

$$\psi(\mathbf r)=\varphi(\mathbf r)+G(\mathbf r,\mathbf r_0)\,t\,\varphi(\mathbf r_0).$$

In an infinitely extended barrier $G$ obeys $(E-V+\tfrac12\nabla^2)G=\delta$. Since $\nabla^2(1/r)=-4\pi\delta$, the solution is

$$G=-\frac{e^{-\kappa r}}{2\pi r}=-\frac1{2\pi r}+\frac{\kappa}{2\pi}+\dots$$

The metal faces change only the finite part, which I call $G_{\rm reg}$. Near the impurity

$$\psi=\varphi(\mathbf r_0)\left[-\frac{t}{2\pi r}+1+tG_{\rm reg}\right].$$

The constant must equal $-\kappa_0$ times the coefficient of $1/r$, so $1+tG_{\rm reg}=\kappa_0t/2\pi$ and

$$t=\frac{1}{\kappa_0/2\pi-G_{\rm reg}} .$$

**Q.** I see no resonance in that formula yet.

**A.** It appears when $\kappa_0$ is close to $\kappa$. From the definitions,

$$E-\varepsilon=\tfrac12(\kappa_0^2-\kappa^2)\simeq\kappa(\kappa_0-\kappa).$$

The real part of $G_{\rm reg}$ is $\kappa/2\pi$ plus a small contribution from the faces, which shifts the level by an amount that is exponentially small in the same way as its width; I include the shift in $\varepsilon$. Multiplying numerator and denominator by $Z=2\pi\kappa$ gives

$$t\simeq\frac{Z}{E-\varepsilon-iZ\,{\rm Im}\,G_{\rm reg}} .$$

The imaginary part follows from the expansion of $G$ in the clean-barrier states $\varphi_n$. Because ${\rm Im}\,(x+i0)^{-1}=-\pi\delta(x)$,

$$-2\,{\rm Im}\,G_{\rm reg}=2\pi\sum_n|\varphi_n(\mathbf r_0)|^2\delta(E-E_n)=A_L+A_R .$$

Here $A_L$ collects the states incident from the left and $A_R$ those from the right. With $\Gamma_L=ZA_L$, $\Gamma_R=ZA_R$ and $\Gamma=\Gamma_L+\Gamma_R$,

$$t=\frac{Z}{E-\varepsilon+i\Gamma/2}.$$

**Q.** That is a scattering amplitude. What is the current through the impurity?

**A.** The rate at which a left-incident state $a$ is scattered into states leaving on the right is

$$w_a=2\pi\sum_b|\varphi_b|^2|t|^2|\varphi_a|^2\delta(E-E_b)=A_R|t|^2|\varphi_a|^2 .$$

States leaving on the right are time-reversed copies of states arriving from the right, and so have the same density at the impurity; that is why $A_R$ appears. Summing over initial states in an interval $dE$ gives the particle current

$$dE\sum_a\delta(E-E_a)w_a=\frac{dE}{2\pi}A_LA_R|t|^2 .$$

A total transmission $T$ carries $T\,dE/2\pi$, since $h=2\pi$ in these units. Therefore

$$T=A_LA_R|t|^2=\frac{\Gamma_L\Gamma_R}{(E-\varepsilon)^2+\Gamma^2/4},$$

which is the Breit-Wigner formula. At $E=\varepsilon$ it equals $4\Gamma_L\Gamma_R/\Gamma^2$. For equal widths this is one, whatever the thickness. This is where your product of probabilities fails. The thickness enters through the width of the resonance, that is, through how precisely the level must match $E$.

**Q.** Then everything depends on the widths. Are they simply proportional to $e^{-2\kappa z}$?

**A.** There is also a power of $z$. For each $\mathbf k$, the sum over longitudinal momentum with the energy delta function gives the inverse velocity $1/q_k$:

$$A_L=\int\!\frac{d^2k}{(2\pi)^2}\frac{|\tau|^2}{q_k}e^{-2\kappa_kz}=\int\!\frac{d^2k}{(2\pi)^2}\frac{2q_k}{V}e^{-2\kappa_kz}.$$

For $\kappa z\gg1$ small $k$ dominates. There $\kappa_k\simeq\kappa+k^2/2\kappa$, and the prefactor can be taken at $k=0$. The Gaussian integral is

$$\int\!\frac{d^2k}{(2\pi)^2}e^{-k^2z/\kappa}=\frac1{4\pi^2}\,\frac{\pi\kappa}{z}=\frac{\kappa}{4\pi z}.$$

Hence $A_L\simeq q\kappa e^{-2\kappa z}/(2\pi Vz)$. Multiplication by $Z=2\pi\kappa$ gives

$$\Gamma_L(z)=\frac{q\kappa^2}{V}\frac{e^{-2\kappa z}}{z},\qquad \Gamma_R(z)=\Gamma_L(d-z).$$

The factor $1/z$ expresses the fact that a point source couples to a narrowing cone of transverse momenta as the distance to the metal grows.

**Q.** Put numbers in, so that I can judge the approximation.

**A.** I choose $E=5$ eV and $V=6$ eV, which give $q=1.1456$ and $\kappa=0.5123$ Å$^{-1}$. Outside atomic units each width carries a factor $(\hbar^2/m)^2$, and $\hbar^2/m=2E/q^2=7.62$ eV Å$^2$. For an impurity in the middle of a barrier with $d=20$ Å,

$$\Gamma_L=\frac{(7.62)^2(1.1456)(0.5123)^2}{6\times10}\,e^{-10.25}\ {\rm eV}=1.03\times10^{-5}\ {\rm eV}.$$

Integrating over $k$ with the full waves of the finite barrier gives $1.11\times10^{-5}$ eV. The leading formula is therefore 7% below that value, for a point at $\kappa z\simeq5$.

**Q.** You have added probabilities. The direct wave and the impurity wave reach the same metal, so their amplitudes interfere.

**A.** They do, when the impurity leaves $\mathbf k$ unchanged. Normalize the waves to unit flux, with $\varphi_L=\tau e^{-\kappa_kz}/\sqrt{q_k}$ and $\varphi_R=\tau e^{-\kappa_k(d-z)}/\sqrt{q_k}$. The scattering matrix then contains the amplitude $t_0-it\varphi_R\varphi_L$, where $-i$ is the usual factor between a scattering matrix and a transition amplitude. The cross term is $2\,{\rm Re}\,[-it\,t_0^*\varphi_R\varphi_L]$. Its ingredients are

$$t_0^*\varphi_R\varphi_L=\frac{-4iq_k\kappa_k}{(q_k-i\kappa_k)^2}\,\frac{4q_k}{(q_k+i\kappa_k)^2}\,e^{-2\kappa_kd}=-iX_k,\qquad X_k=\frac{4q_k^2\kappa_k}{V^2}e^{-2\kappa_kd},$$

because the two denominators multiply to $(2V)^2$. Since $(-i)(-i)=-1$, the cross term is $-2X_k\,{\rm Re}\,t$, to be integrated over $d^2k/(2\pi)^2$. Near resonance

$${\rm Re}\,t=\frac{Z(E-\varepsilon)}{(E-\varepsilon)^2+\Gamma^2/4},$$

which is odd in $E-\varepsilon$. Levels equally far above and below $E$ cancel at this order. A smooth but uneven distribution leaves a remainder, and so does a flat one, because far from resonance $t$ is not exactly odd. The remainder still carries $e^{-2\kappa d}$. It is a correction to the direct current whose relative size is proportional to the impurity density and to the thickness.

**Q.** The sign came from a chain of factors $i$. Can it be checked without them?

**A.** Yes, in one dimension, where a delta well inside the barrier can be solved by matching waves at three points. There $G=-1/\kappa$ at the well, and $t=(1/\kappa-1/\kappa_0)^{-1}$. Take two wells for which the bracket equals $+0.3/\kappa$ and $-0.3/\kappa$. The formula predicts that their transmissions differ by

$$-\frac{4X\kappa}{0.3}=-\frac{4}{0.3}\,\frac{16E(V-E)}{V^2}\,e^{-2\kappa d}=-3.73\times10^{-8}$$

at $d=20$ Å, with $X$ taken at $k=0$. Wave matching, with the well at $z=9$ Å, also gives $-3.73\times10^{-8}$.

The same calculation tests the Breit-Wigner peak. In one dimension the widths have no factor $1/z$, so their ratio is $e^{2\kappa(11-9)}=7.76$, with lengths in Å. The predicted peak is $4(7.76)/(8.76)^2=0.404$, and matching gives 0.404.

**Q.** A real impurity will not sit exactly at $E$. What survives when its level is uncertain?

**A.** The area under the resonance. For levels spread evenly over a window much wider than $\Gamma$, the limits can be extended to infinity. With $\int dx/(x^2+a^2)=\pi/a$ and $a=\Gamma/2$,

$$\int T\,d\varepsilon=\frac{2\pi\,\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}.$$

Divided by $2\pi$, this is the rate $\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)$ of two steps in series, governed by the slower one. I tested it in three dimensions with the full $t$ of the finite barrier, for $d=20$ Å and $z=9$ Å. The widths are $3.45\times10^{-5}$ and $3.59\times10^{-6}$ eV. Integrating $T$ numerically over a window of 1 eV gives $2.04\times10^{-5}$ eV, and so does the formula.

## The average over many impurities

**Q.** Before you average over position, list what you are carrying over.

**A.** The barrier has height $V$ and thickness $d$; $q=\sqrt{2E}$ and $\kappa=\sqrt{2(V-E)}$ in atomic units, with $q^2+\kappa^2=2V$. For transverse momentum $k$ these become $q_k=\sqrt{q^2-k^2}$ and $\kappa_k=\sqrt{\kappa^2+k^2}$. The results are

$$|t_0|^2=\frac{4q_k^2\kappa_k^2}{V^2}e^{-2\kappa_kd},\qquad \int T\,d\varepsilon=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R},$$

$$\Gamma_L(z)=\frac{q\kappa^2}{V}\frac{e^{-2\kappa z}}{z},\qquad \Gamma_R(z)=\Gamma_L(d-z).$$

The first is the direct transmission of one transverse channel. The second is the Breit-Wigner transmission of one impurity at depth $z$, integrated over its level $\varepsilon$. The widths hold for $\kappa z\gg1$ and $\kappa(d-z)\gg1$.

**Q.** Most impurities are not in the middle. Near one face, one width is much larger than in the middle. Why should those impurities not dominate?

**A.** Because the smaller width limits the series rate. Let the impurities fill the barrier uniformly, with a constant density $g$ per unit volume and unit energy around $E$. Write $z=d/2+u$. The width at the centre is

$$\Gamma_c=\Gamma_L(d/2)=\frac{2q\kappa^2}{Vd}e^{-\kappa d},$$

and away from it

$$\Gamma_L=\frac{\Gamma_ce^{-2\kappa u}}{1+2u/d},\qquad \Gamma_R=\frac{\Gamma_ce^{2\kappa u}}{1-2u/d}.$$

For $|u|\ll d$ the denominators can be replaced by one. The product of the widths is then $\Gamma_c^2$ and their sum is $2\Gamma_c\cosh 2\kappa u$, so

$$\int T\,d\varepsilon=\frac{\pi\Gamma_c}{\cosh2\kappa u}.$$

This falls as $e^{-2\kappa|u|}$ away from the middle. The active impurities occupy a central layer whose thickness is of order $1/\kappa$, and this justifies the replacement when $\kappa d\gg1$.

Integrated over its level, an impurity at distance $u$ from the middle contributes $\pi\Gamma_c/\cosh2\kappa u$, so the resonant current comes from a central layer whose thickness is of order $1/\kappa$. It remains to integrate over that layer and compare the result with the direct current.
